# Oxide lifetime under brief gate-voltage overshoot

## Problem

The gate oxide of a transistor wears out under voltage. At constant gate voltage $V$ and fixed temperature, its projected time to first breakdown follows the power law

$$t(V)=C\,V^{-n},\qquad n=44,$$

where $C$ does not depend on voltage. In operation the supply is not perfectly steady. For a fraction $f=0.01$ of the operating time the gate sits at $(1+d)V$ with $d=0.10$, and for the rest of the time it sits at $V$. The overshoot comes in rectangular pulses, repeated with a period $T$ much shorter than the lifetime.

(a) By what factor $R$ does the overshoot change the projected lifetime, compared with constant voltage $V$?

(b) What share of the damage is done during the overshoot?

(c) By how much must the supply be lowered to restore the original lifetime, if the relative overshoot stays the same?

For numbers, take a silicon dioxide film 1.5 nm thick at a nominal 1.2 V and 378 K, with a projected constant-voltage life of 10 years. These are rough values for a thin logic gate oxide.

Three conventions complete the problem. Both lifetimes refer to the same failure percentile. Defects, once made, do not heal. The rate at which they are made follows the instantaneous voltage, and the power law holds at both voltage levels.

## First estimate by scaling

A power law turns a small relative change of voltage into a relative change of lifetime magnified $n$ times, as long as the changes are small:

$$\frac{\mathrm dt}{t}=-n\,\frac{\mathrm dV}{V}.$$

Here $nd=4.4$ is not small, so the change must be compounded. If the logarithmic slope keeps its nominal value $-n/V$ over the whole step $dV$, then $\ln t$ falls by $nd$, and damage runs faster in the overshoot by

$$A_{\rm est}=e^{nd}=e^{4.4}\approx 81 .$$

In one unit of operating time, the overshoot then does damage $fA_{\rm est}\approx0.81$, measured in units of the damage done by constant nominal voltage. The remaining time contributes 0.99. The two are comparable, although one lasts 99 times longer than the other. The lifetime factor is about

$$R_{\rm est}\approx\frac{1}{0.99+0.81}\approx0.55 .$$

The estimate rests on two steps that need proof or correction: that damage at different voltages may be added, and that the slope may be held fixed.

## Exact solution within the model

### Why damage adds

Divide the oxide into $N$ columns that run from gate to silicon, each made of $m$ cells. A cell is either intact or defective. Cells fail independently, and an intact cell turns defective at a rate $g(V)$ proportional to $V^n$. Breakdown occurs when all the cells of some column are defective, so that a conducting path crosses the film.

Let $p(t)$ be the probability that a given cell is defective. New defects can form in intact cells alone, so

$$\frac{\mathrm dp}{\mathrm dt}=g\,(1-p),\qquad p(0)=0 .$$

Dividing by $1-p$ gives $\mathrm d\ln(1-p)/\mathrm dt=-g$. Integration from the start yields

$$p=1-e^{-G},\qquad G(t)=\int_0^t g\big(V(t')\big)\,\mathrm dt' .$$

One column is fully defective with probability $p^m$, and none of the $N$ columns is with probability $(1-p^m)^N$. The failure probability is therefore

$$F=1-(1-p^m)^N .$$

The voltage history enters $F$ through the exposure $G$ and in no other way. Since $p$ rises with $G$, and $F$ rises with $p$, a chosen failure percentile corresponds to one definite exposure $G_*$.

At constant voltage this exposure is reached when $g(V)\,t(V)=G_*$. Hence $t(V)=G_*/g(V)$, which is proportional to $V^{-n}$, as the problem requires. For a varying voltage, the condition $\int g\,\mathrm dt=G_*$ divided by $G_*$ becomes

$$\int_0^{t_L}\frac{\mathrm dt'}{t\big(V(t')\big)}=1 ,$$

where $t_L$ is the lifetime sought. Each interval uses up a fraction of life equal to its duration divided by the lifetime at its voltage, and breakdown comes when the fractions add up to one. The order of the intervals does not matter.

### The lifetime factor

Write $t_0=t(V)$. During the overshoot the lifetime at constant voltage would be

$$t\big((1+d)V\big)=C\,(1+d)^{-n}V^{-n}=\frac{t_0}{A},\qquad A=(1+d)^n .$$

One period contains a time $(1-f)T$ at nominal voltage and a time $fT$ in overshoot. It uses up the life fraction

$$\frac{(1-f)T}{t_0}+\frac{fT}{t_0/A}=\frac{aT}{t_0},\qquad a=1-f+f(1+d)^n .$$

The number of periods to breakdown is thus $t_0/(aT)$, and multiplying by $T$ gives

$$t_L=\frac{t_0}{a},\qquad R=\frac1a=\frac{1}{1-f+f(1+d)^n}.$$

The constants $m$, $N$ and $G_*$ have cancelled. So has any common factor in $g$, such as the effect of a steady temperature on both voltage levels.

For the given numbers,

$$n\ln(1+d)=44\times0.09531=4.1936,\qquad A=e^{4.1936}=66.26,$$

$$a=0.9900+0.01\times66.26=0.9900+0.6626=1.6526,$$

$$R=\frac{1}{1.6526}=0.605 .$$

The projected lifetime falls to about 60 percent of its constant-voltage value, or from 10 years to about 6 years. This answers (a).

The life fractions can be checked by hand. Held at the overshoot voltage permanently, the oxide would last $10/66.26=0.151$ years. In 6.05 years of operation it spends 0.0605 years there, which uses up $0.0605/0.151=0.40$ of its life. The other 5.99 years at nominal voltage use up $5.99/10=0.60$. The sum is one.

A numerical test integrated the cell rate equation through the pulses and found the time at which $F$ reached its target, without using $a$. It took $N=10^6$ and about 2000 periods in the constant-voltage life. The ratio was 0.6052 for $m=2$ at failure probabilities of 63.2 and 0.01 percent, and also for $m=4$ at 63.2 percent. The small difference from 0.6051 is of the size that an unfinished period can cause, as the next step shows.

### The unfinished period

Breakdown need not fall at the end of a period. Let $D(t)$ be the time at nominal voltage that would do the same damage as the actual history up to $t$. It grows at rate 1 between pulses and at rate $A$ during them, so its mean rate is $a$. Write

$$D(t)=at+q(t),\qquad q(0)=0,$$

where $q$ repeats with period $T$. During a pulse $q$ rises at the rate

$$A-a=A-1-f(A-1)=(1-f)(A-1).$$

The pulse lasts $fT$, so the rise is $f(1-f)(A-1)T$. Between pulses $q$ falls steadily by the same amount. Its highest and lowest values differ by this amount, and since $q$ starts from zero, $|q|$ cannot exceed it. Breakdown occurs at $D=t_0$, which means $t_L=(t_0-q)/a$. Therefore

$$\left|t_L-\frac{t_0}{a}\right|\le\frac{f(1-f)(A-1)}{a}\,T=\frac{0.01\times0.99\times65.26}{1.6526}\,T=0.391\,T .$$

With 2000 periods in $t_0$, this is at most about $0.0002\,t_0$, enough to cover the difference in the test. For pulses that repeat daily or faster, it is negligible against years.

### Damage share and supply reduction

The overshoot contributes $fA$ to the total rate $a$, so its share of the damage is

$$s=\frac{fA}{a}=\frac{0.6626}{1.6526}=0.401 .$$

One percent of the time does 40 percent of the damage, which answers (b).

For (c), multiply both voltage levels by a factor $b$. Each damage rate is then multiplied by $b^n$, so the mean rate becomes $b^na$. The original life returns when $b^na=1$, that is,

$$b=a^{-1/n}.$$

The nominal voltage must drop from 1.2000 V to 1.1864 V, a reduction of 0.0136 V or about 1.1 percent. For a given lifetime factor $a$, the relative reduction is about $(\ln a)/n=0.502/44=0.011$, which is small because $n$ is large. For a given overshoot, however, a steeper law needs a larger reduction, since $a$ itself grows with $n$: with $n=1$ the same pulses would call for only 0.1 percent.

The same root gives the constant voltage that would wear the oxide as fast as the pulsed one. From $t(V_{\rm eq})=t_0/a$ follows $V_{\rm eq}=Va^{1/n}=1.2138$ V. It lies far closer to the nominal level than to the overshoot level of 1.32 V, yet well above the time-averaged voltage $(1+fd)V=1.001\,V$.

### Two limits

Since $a=1+f(A-1)$, the lifetime is halved when $f(A-1)=1$, or $f=1/65.26\approx0.015$. This sets the scale for the time fraction.

For much rarer overshoot, $f(A-1)\ll1$, expansion of $1/a$ gives

$$R\approx1-f(A-1),$$

and each pulse removes its own small part of the life. In the opposite limit, $fA\gg1$, the nominal periods hardly count, and

$$t_L\approx\frac{t_0}{fA}=\frac{t\big((1+d)V\big)}{f}.$$

The oxide then fails when its accumulated overshoot time reaches the lifetime at the overshoot voltage. The present case, $f=0.01$, lies near the crossover. The first limit would give 0.35 and the second 1.5, which is not even a reduction. Both terms of $a$ are needed.

## Comparison of the estimate with the solution

The estimate gave 0.55 and the solution 0.605. Adding the damage was justified, so the difference comes from the acceleration: $e^{nd}=81.45$ against $(1+d)^n=66.26$. Their ratio is

$$\frac{e^{nd}}{(1+d)^n}=e^{n[d-\ln(1+d)]}=e^{44(0.10000-0.09531)}\approx1.23 .$$

The logarithmic slope of the power law, $-n/V$, becomes gentler as the voltage rises. Holding it at its nominal value exaggerates the acceleration by 23 percent. Only the overshoot share $s$ of the damage is affected, so the total rate is too high by $0.401\times0.23\approx0.09$, or 9 percent, and the lifetime is about 8 percent too low relative to the solution.

The fixed slope has a meaning of its own. It is the exponential law $t\propto e^{-\gamma V}$ with $\gamma=n/V$ matched at the nominal voltage, for which the lifetime factor is 0.554. The gap between 0.554 and 0.605 therefore also shows how much the answer depends on the assumed form of the voltage law when both forms agree in slope at 1.2 V.

Two simpler shortcuts fail badly. Inserting the mean voltage into the power law gives

$$(1+fd)^{-n}=1.001^{-44}=0.957,$$

and expanding the acceleration to first order, $A\approx1+nd=5.4$, gives

$$\frac{1}{1+fnd}=\frac{1}{1.044}=0.958 .$$

Both predict a loss of about 4 percent instead of 39 percent. Damage follows the mean of $V^n$, not the $n$th power of the mean. The two nearly agree when $nd\ll1$, but here $nd=4.4$.

## How firm is the 60 percent?

### Exponent and overshoot height

The sensitivity to $n$ follows from $\partial A/\partial n=A\ln(1+d)$:

$$\frac{\partial\ln R}{\partial n}=-\frac{1}{a}\frac{\partial a}{\partial n}=-\frac{fA\ln(1+d)}{a}=-s\ln(1+d)=-0.038 .$$

Each unit of exponent changes the ratio by about 4 percent of its value. Full evaluation gives $R=0.693$ for $n=40$ and $R=0.510$ for $n=48$. Similarly, $\partial A/\partial d=nA/(1+d)$ leads to

$$\frac{\partial\ln R}{\partial d}=-\frac{sn}{1+d}=-\frac{0.401\times44}{1.1}\approx-16 .$$

An overshoot of 11 percent instead of 10 percent thus lowers $R$ by roughly 16 percent of its value. In relative terms the height matters about four times as much as the duration: a height greater by a tenth of its value lowers $R$ by about 16 percent, a duration greater by a tenth of its value by about 4 percent.

### Pulse shape

Suppose each pulse has the same peak and the same total duration, but rises linearly from $V$ to $(1+d)V$ and falls linearly back. The relative excess voltage $x$ then spends equal times in equal intervals between 0 and $d$. The mean acceleration over the pulse is

$$\bar A=\frac1d\int_0^d(1+x)^n\,\mathrm dx=\frac{(1+d)^{n+1}-1}{(n+1)d}=15.98 ,$$

and the lifetime factor becomes

$$R=\frac{1}{0.9900+0.1598}=0.870 .$$

Most of the triangle lies too far below its peak to do much damage. With this peak and total duration, the 60 percent therefore requires that the gate stay at the full 10 percent overshoot for nearly all of each pulse. If linear ramps take up a tenth of the pulse in total, $R$ is 0.624; if they take up half, it is 0.714.

### Heating

A steady temperature cancels from $R$ as long as it multiplies both rates by the same factor, which means that $n$ must be the value valid at the operating temperature. Heating confined to the overshoot does not cancel. Let the defect rate contain a factor $e^{-E_a/k_BT_{\rm ox}}$, where $T_{\rm ox}$ is the oxide temperature, with a rough activation energy $E_a=0.6$ eV. A rise of 5 K above 378 K during the pulses multiplies their damage rate by 1.272, and

$$R=\frac{1}{0.9900+0.6626\times1.272}=0.546 .$$

### Tunnelling

Electrons tunnel through so thin a film. Does the leakage itself rise by a factor of 66? In atomic units, let the barrier height be $B$, the tunnelling mass $M$, the potential-energy drop across the oxide $U$, its thickness $w$, and $E=U/w$. The semiclassical transmission is $e^{-S}$ with

$$S=2\int_0^w\sqrt{2M(B-Ex)}\,\mathrm dx .$$

With $u=B-Ex$, $\mathrm dx=-\mathrm du/E$, and limits $B$ and $B-U$, this becomes

$$S=\frac{2\sqrt{2M}}{E}\int_{B-U}^{B}u^{1/2}\,\mathrm du=\frac{4\sqrt{2M}}{3E}\left[B^{3/2}-(B-U)^{3/2}\right].$$

Take a barrier of 3.1 eV, a mass of 0.4 electron masses, and the full gate voltage across the oxide. Then $S$ falls from 15.332 to 15.137, and the transmission rises by a factor 1.216. The supply of carriers, taken as proportional to the gate voltage above a threshold of 0.3 V, rises by $1.02/0.90=1.133$. The leakage rises by their product, 1.38.

In this estimate, a lifetime set by a fixed total tunnelled charge would change by that modest factor. An acceleration of 66 would require each electron to do about $66.26/1.378\approx48$ times as much damage at the higher voltage. These two numbers depend on the crude supply model. If the electrons come from the lowest quantized level of the inversion layer, whose energy and rate of striking the barrier both rise with the field, the leakage rises by about 1.6 and the damage per electron by about 40. The conclusion is the same.

The leakage also lowers the voltage at the gate. For a rough 10 A/cm², a gate of 1 µm² and a series resistance of 1000 ohm, the drop at nominal voltage is 0.10 mV. Including it at both levels changes $R$ only from 0.6051 to 0.6053. A larger gate area behind the same resistance makes the drop larger, nearly in proportion up to about 10 mV. Beyond that the growth is slower, because the drop itself reduces the leakage. The effect on $R$ is then no longer negligible: 100 µm² behind the same resistance gives a drop of 9.7 mV and $R=0.626$.

### The model beside a real oxide

The thickness, voltage and temperature are typical of thin silicon dioxide or lightly nitrided gate films in logic circuits, and an exponent in the forties is a usual rough value for such films. Gate voltage divided by thickness gives 8.0 MV/cm at the nominal level and 8.8 MV/cm in overshoot. These are crude fields, since band bending and gate depletion are ignored. The model's 0.151 years at permanent overshoot means that a single short pulse uses up a tiny part of the life.

A real voltage pulse has finite rise and fall times, so it is not exactly rectangular. Among the effects sized here, pulse shape moves the result most, from 0.605 to 0.870 for a triangle. The exponent and the heating move it by about 0.1 or less. Left out and not sized are, among other things, healing of defects between pulses, which would break the simple addition of damage, and the time between first breakdown and failure of the circuit. The result is a ratio of projected times to first breakdown, not a measured service life. The numerical output lists the values used.

## Calculated quantities

```
voltage exponent: 44
relative overshoot: 0.10
time fraction of overshoot: 0.01
nominal gate voltage: 1.20 V
overshoot gate voltage: 1.32 V
oxide thickness: 1.5 nm
temperature of use: 378 K
constant-voltage life: 10.0 years
ln(1+d): 0.09531
n ln(1+d): 4.1936
acceleration in overshoot: 66.26
damage rate at nominal level, weighted: 0.9900
damage rate in overshoot, weighted: 0.6626
mean relative damage rate: 1.6526
lifetime ratio, formula: 0.6051
lifetime ratio, simulated (2 cells, 63.2 %): 0.6052
lifetime ratio, simulated (2 cells, 0.01 %): 0.6052
lifetime ratio, simulated (4 cells, 63.2 %): 0.6052
life with overshoot: 6.05 years
damage share of overshoot: 0.401
equivalent constant voltage: 1.2138 V
nominal voltage restoring the life: 1.1864 V
supply reduction needed: 0.0136 V
cycle-averaging error bound: 0.391 periods
largest error found in cycle walk: 0.390 periods
wrong ratio from mean voltage: 0.957
wrong ratio from linearization: 0.958
triangular pulse, mean acceleration: 15.98
triangular pulse, lifetime ratio: 0.870
exponent 40, lifetime ratio: 0.693
exponent 48, lifetime ratio: 0.510
exponential law, acceleration: 81.45
exponential law, lifetime ratio: 0.554
activation energy: 0.6 eV
heating in overshoot: 5 K
heating, extra acceleration: 1.272
heating, lifetime ratio: 0.546
nominal field: 8.0 MV/cm
overshoot field: 8.8 MV/cm
life at permanent overshoot: 0.151 years
tunnel barrier: 3.1 eV
tunnel mass: 0.4 electron masses
threshold voltage: 0.3 V
WKB exponent, nominal: 15.332
WKB exponent, overshoot: 15.137
transmission rise factor: 1.216
carrier supply rise factor: 1.133
leakage rise factor: 1.378
nominal leakage density: 10 A/cm2
gate area: 1 um2
series resistance: 1000 ohm
series voltage drop, nominal: 0.10 mV
series drop, lifetime ratio: 0.6053
largest shift among sized effects: triangular pulse
```
